# Magnetic Field for Electron Cyclotron Resonance at 2.45 GHz

## Problem

A plasma source for etching or film deposition is fed with microwaves of frequency $f=2.45$ GHz. Coils produce a static magnetic field along $z$. At one particular field strength the microwave electric field keeps pushing an electron forward, turn after turn, and the electron gains energy steadily.

Use Gaussian units. The electron has mass $m$ and charge $-e$, with $e>0$; $c$ is the speed of light and $\omega=2\pi f$. Treat the electron as nonrelativistic. In parts (a) to (d) the static field $B$ is uniform and there are no collisions. The microwave electric field is transverse to $z$ and uniform over the orbit, and the force from the microwave magnetic field is neglected.

(a) Find the free motion of the electron transverse to $B$, including its sense of rotation.

(b) Add an electric field of constant magnitude $E$ that rotates in the same sense at angular frequency $\omega$. Find the speed of an electron that starts from rest. What changes if the field rotates the other way, or is linearly polarized?

(c) Find the resonant field strength in gauss and in millitesla.

(d) For $E=5$ V/cm, find the energy gained in ten microwave periods on resonance. Compare it with the largest energy reached when $B$ is 10 % too low.

(e) In a real source $B$ varies along $z$. Take a gradient of 3 mT/cm and an electron temperature $T_e=4$ eV, measured as an energy. How long is the resonance zone, what range of $B$ does it cover, and how much energy does one pass give?

(f) The gas is argon at 1 mTorr and 300 K. Take a round momentum-transfer cross section of $10^{-15}$ cm². How much do collisions broaden the resonance?

## Hints

1. Combine the transverse velocities into one complex number, $w=v_x+iv_y$. The two coupled equations become one.
2. For (b), remove the free rotation by writing $w=u\,e^{i\omega_c t}$, where $\omega_c$ is the free rotation frequency. What remains can be integrated directly.
3. For (c), the gauss has the dimension dyn/statC, and 1 G = 0.1 mT. One statV/cm is about 299.8 V/cm.
4. For (e), an electron crossing the gradient at constant $v_z$ sees a cyclotron frequency that changes linearly in time. The speed gained is a Gaussian integral with an imaginary exponent.
5. For (f), add a friction term $-\nu w$ and look for a steady solution that rotates with the field.

## Solution

### (a) Free rotation

The Lorentz force in Gaussian units gives
$$m\frac{d\mathbf v}{dt}=-e\left(\mathbf E+\frac{1}{c}\,\mathbf v\times\mathbf B\right).$$
With $\mathbf B=B\hat z$, the transverse part of $\mathbf v\times\mathbf B$ is $(v_yB,\,-v_xB)$. Define $\omega_c=eB/(mc)$. Then
$$\dot v_x=-\frac em E_x-\omega_c v_y,\qquad \dot v_y=-\frac em E_y+\omega_c v_x .$$
Multiply the second equation by $i$ and add it to the first. Since $-v_y+iv_x=i(v_x+iv_y)$,
$$\dot w=i\omega_c w-\frac em\,(E_x+iE_y).\tag{1}$$
Without an electric field the solution is $w=w_0e^{i\omega_c t}$. The velocity turns counterclockwise when $\mathbf B$ points towards the viewer, which is the right-handed sense about $\mathbf B$. The rate $\omega_c$ does not depend on the speed. A faster electron runs on a larger circle, of radius $|w|/\omega_c$, and completes it in the same time. This is why a field of fixed frequency can stay in step with an electron that is gaining energy.

### (b) Driven motion

A field that rotates with the electron is $E_x+iE_y=E\,e^{i\omega t}$. Insert $w=u\,e^{i\omega_c t}$ into (1). The term $i\omega_c w$ cancels, which leaves
$$\dot u=-\frac{eE}{m}\,e^{i\delta t},\qquad \delta=\omega-\omega_c .$$
For a start from rest, $u(0)=0$, and integration gives
$$u=-\frac{eE}{m}\,\frac{e^{i\delta t}-1}{i\delta}.$$
Because $e^{i\delta t}-1=2i\,e^{i\delta t/2}\sin(\delta t/2)$ and $|w|=|u|$,
$$|w|=\frac{eE}{m}\left|\frac{\sin(\delta t/2)}{\delta/2}\right|.\tag{2}$$

There are two cases. For $\delta\to0$ the fraction tends to $t$, so
$$|w|=\frac{eEt}{m},\qquad W=\frac{(eEt)^2}{2m}.\tag{3}$$
The speed grows linearly and the energy $W$ quadratically. For $\delta\neq0$ the speed rises to $2eE/(m|\delta|)$ at $t=\pi/|\delta|$, then falls, and the electron is at rest again at $t=2\pi/|\delta|$. The field has slipped out of step and takes back the energy it gave.

An electron in a plasma does not start from rest. With initial velocity $w_0$ the factor $u$ is replaced by $w_0+u$, and
$$|w_0+u|^2=|w_0|^2+|u|^2+2\,\mathrm{Re}(w_0^*u).$$
The last term can have either sign. It averages to zero over electrons with random initial phase, so the mean energy gain equals the gain from rest.

If the field rotates the other way, $\omega$ is replaced by $-\omega$ and $\delta$ by $-(\omega+\omega_c)$. At $\omega_c=\omega$ the speed then stays below or equal to $2eE/(2m\omega)=eE/(m\omega)$, and there is no steady gain.

A linear field is the sum of both rotations,
$$E\cos\omega t=\frac E2e^{i\omega t}+\frac E2e^{-i\omega t}.$$
Half of its amplitude is resonant. On resonance the other half contributes to $u$ a term proportional to $\int_0^t e^{-2i\omega t'}dt'$, which vanishes after any whole number of periods. At those times the speed is half that of (3), and the energy is one quarter.

### (c) The resonant field

Steady gain requires $\delta=0$, that is $\omega_c=\omega$. Solving $eB/(mc)=\omega$ for the field gives
$$B_{\rm res}=\frac{mc\,\omega}{e}.\tag{4}$$
The angular frequency is $\omega=2\pi\times2.45\times10^{9}\ \mathrm{s^{-1}}=1.53938\times10^{10}$ rad/s. In cgs units,
$$B_{\rm res}=\frac{(9.10938\times10^{-28})(2.99792\times10^{10})(1.53938\times10^{10})}{4.80320\times10^{-10}}\ \mathrm G=875.2\ \mathrm G .$$
The numerator has the unit g cm/s², which is dyn, so the quotient is in dyn/statC = G. The result is
$$B_{\rm res}=87.5\ \mathrm{mT}.$$
In SI units the magnetic force has no factor $1/c$, and the same condition reads $B=m\omega/e$.

The field is proportional to the frequency, with a slope of 35.7 mT/GHz. It does not depend on the microwave amplitude, the gas or the electron density. Nor does it contain $\hbar$. The photon energy $\hbar\omega$ is about 10 µeV, far below the electron temperature of 4 eV, so classical mechanics is adequate here.

The condition can also be found without (4). Equation (1) was integrated numerically over ten periods for an electron starting from rest, and $B$ was varied between 80 and 95 mT to find the greatest energy gain. The maximum lies at 87.523 mT, and (4) gives the same value to these digits.

### (d) Energy on and off resonance

Ten periods last $t=4.082$ ns, and 5 V/cm is $5/299.8=0.01668$ statV/cm. From (3),
$$|w|=\frac{(4.803\times10^{-10})(0.01668)(4.082\times10^{-9})}{9.109\times10^{-28}}\ \frac{\mathrm{cm}}{\mathrm s}=3.59\times10^{7}\ \frac{\mathrm{cm}}{\mathrm s}.$$
The kinetic energy $\tfrac12m|w|^2$ is 0.366 eV. After twenty periods it is four times as large, 1.465 eV. A linear field of the same amplitude gives one quarter, 0.092 eV, in ten periods.

If $B$ is 10 % too low, then $\delta=0.1\,\omega$. The greatest speed is $2eE/(m\delta)$, and its ratio to the resonant speed after ten periods is
$$\frac{2}{\delta t}=\frac{2}{0.1\times2\pi\times10}=\frac1\pi .$$
The energy therefore never exceeds $0.366/\pi^2=0.037$ eV. It reaches this value after five periods and is zero again after ten. On resonance it keeps growing for as long as the assumptions hold.

### (e) Passing through a field gradient

Let the electron cross the point where $B=B_{\rm res}$ at $t=0$ with constant velocity $v_z>0$ towards stronger field. The field of the coils then changes $v_z$ only a little over the zone; this change is neglected, and $E$ is taken as constant there. The electron sees
$$\omega_c(t)=\omega+s^2t,\qquad s^2=\frac{e}{mc}\,\frac{dB}{dz}\,v_z=\omega\,\frac{v_z}{B_{\rm res}}\frac{dB}{dz}.$$
Now remove the changing rotation with $w=u\exp(i\omega t+is^2t^2/2)$. Equation (1) becomes
$$\dot u=-\frac{eE}{m}\,e^{-is^2t^2/2}.$$
Long before and long after the crossing the exponential oscillates rapidly and contributes little. The whole pass gives, with $\int e^{-at^2/2}dt=\sqrt{2\pi/a}$ and $a=is^2$,
$$|\Delta u|=\frac{eE}{m}\,\tau,\qquad \tau=\frac{\sqrt{2\pi}}{s}.\tag{5}$$
The electron gains as much speed as it would during a time $\tau$ in exact resonance. At $t=\pm\tau/2$ the phase slip $s^2t^2/2$ equals $s^2\tau^2/8=\pi/4$. This gives $\tau$ a direct meaning: within it, electron and field are still nearly in step.

For $v_z$ take the rms velocity along $z$, $\sqrt{T_e/m}=8.39\times10^7$ cm/s. Then
$$s^2=(1.539\times10^{10})\,\frac{3.0}{87.52}\,(8.39\times10^{7})\ \mathrm{s^{-2}}=4.43\times10^{16}\ \mathrm{s^{-2}},$$
and $\tau=\sqrt{2\pi/s^2}=11.9$ ns. The zone has length $v_z\tau=1.0$ cm and covers a field range of $3.0$ mT, or about $\pm1.5$ mT around 87.5 mT. The energy follows from (d) by scaling with the square of the time:
$$W=0.366\ \mathrm{eV}\times\left(\frac{11.92}{4.082}\right)^2=3.12\ \mathrm{eV}.$$
This is comparable with $T_e$, so a few passes matter to the energy balance of an electron.

A numerical integration of (1) at constant $v_z$, from $t=-30/s$ to $30/s$, gives 3.13 eV. This window covers $\pm36$ mT and 285 ns, over which a real electron may collide or be turned around by the field, so the run confirms the integral in (5) and is not a model of a whole orbit. A small difference is expected, because (5) uses an infinite interval. Each missing tail of the integral has magnitude of about $1/(s^2t)=1/(30s)$. Together they can change the speed by up to $2/(30\sqrt{2\pi})=2.7\,\%$ of its value.

The field range is $v_z\tau\,dB/dz$, which scales as $\sqrt{v_z\,dB/dz}$. A flatter field or a slower electron gives a narrower range of $B$ and, because $\tau$ is longer, a larger kick. Equation (5) fails when $v_z$ is so small, or the gradient so weak, that the electron collides or turns around before it leaves the zone.

### (f) Collisional width

Collisions that remove transverse momentum at rate $\nu$ add $-\nu w$ to (1). Try $w=A\,e^{i\omega t}$:
$$i\omega A=(i\omega_c-\nu)A-\frac{eE}{m}\quad\Rightarrow\quad A=-\frac{eE/m}{\nu+i(\omega-\omega_c)}.\tag{6}$$
The power given to one electron is $-e(E_xv_x+E_yv_y)=-eE\,\mathrm{Re}\,A$, hence
$$P=\frac{e^2E^2}{m}\,\frac{\nu}{\nu^2+(\omega-\omega_c)^2}.$$
At fixed $\omega$ the maximum stays at $\omega_c=\omega$. Half of it is reached at $\omega_c=\omega\pm\nu$, so the full width in field is $\Delta B=2\nu B_{\rm res}/\omega$.

The gas density is $p/(k_BT)=3.22\times10^{13}$ cm$^{-3}$, and the mean electron speed is $\sqrt{8T_e/(\pi m)}=1.34\times10^8$ cm/s. Their product with the cross section is $\nu=4.3\times10^6$ s$^{-1}$, and
$$\Delta B=87.5\ \mathrm{mT}\times\frac{2\times4.31\times10^{6}}{1.539\times10^{10}}=0.05\ \mathrm{mT}.$$
The mean time between collisions, $1/\nu\approx230$ ns, is about twenty times $\tau$. A typical pass through the zone is thus free of collisions, and the gradient, not the gas, sets the width.

### The numbers beside a real source

Sources of this kind work roughly at 0.1 to 10 mTorr, with electron temperatures of a few eV and densities from $10^{10}$ to $10^{12}$ cm$^{-3}$. The parameters used here lie in that regime, though the gradient and the electric field are round choices and differ between machines. The uniform field of parts (a) to (d) is an idealization: with the chosen gradient, an electron at the rms speed is heated over a range of about 3 mT. Its motion along the wave, neglected so far, can shift this range by a similar amount, as Variation 2 shows. The constant $E$ of part (e) is also an idealization. The energy per pass from (5) varies as $1/v_z$ and the flux of electrons as $nv_z$, so all crossing electrons together would draw $\pi nec\,E^2/(dB/dz)$ per unit area, which is 4.2 W/cm² at $n=10^{11}$ cm$^{-3}$. A circular wave of 5 V/cm carries $NcE^2/(4\pi)=0.066\,N$ W/cm², with $N$ the refractive index, or about 0.5 W/cm² for $N\approx8$. At such densities the wave is depleted as it crosses the zone, and the 3.12 eV is the gain of a single electron in a given local field. A magnetron that drifts by 10 MHz moves the resonance by 0.36 mT, which displaces the resonant surface by about 1.2 mm. The gyroradius for a transverse speed $\sqrt{2T_e/m}$ is 0.08 mm, so $B$ is nearly uniform across an orbit. The figure of 87.5 mT thus marks the centre of the zone for electrons that move slowly along $z$. It is not always the place where most of the power is deposited: in a dense plasma, a wave that comes from the high-field side can be largely absorbed before it reaches this surface, at fields several per cent higher, the more so the denser the plasma.

## Variation 1: a fast electron

*Which field is resonant for an electron with a kinetic energy of 1 keV?*

The momentum is now $\gamma m\mathbf v$. A static magnetic field does no work, so $\gamma$ is constant during free rotation and can be taken out of the derivative:
$$\gamma m\,\dot{\mathbf v}=-\frac ec\,\mathbf v\times\mathbf B .$$
This is the equation of part (a) with $m$ replaced by $\gamma m$. The rotation frequency is $eB/(\gamma mc)$, and resonance requires
$$B=\gamma\,\frac{mc\,\omega}{e},\qquad \frac{B-B_{\rm res}}{B_{\rm res}}=\gamma-1=\frac{K}{mc^2},$$
where $K$ is the kinetic energy. With $mc^2=511$ keV, the shift at 1 keV is $87.5/511=0.17$ mT. This is the whole shift only for an electron that moves across $B$; motion along a travelling wave adds a Doppler shift, treated in Variation 2, which at 1 keV can reach several mT. At the mean thermal energy $\tfrac32T_e=6$ eV it is 0.001 mT. The nonrelativistic formula is therefore ample for the bulk of the electrons. In a uniform $B$ and an electric field that is the same everywhere, an electron heated to much higher energy would rotate more slowly and drift out of step. A wave that travels along $B$ at the speed of light is an exception: its magnetic force, neglected here, pushes the electron along $z$, and the resulting Doppler shift cancels the slowing.

## Variation 2: an electron moving against the wave

*The wave travels along $z$ from the high-field side into a plasma of density $n=10^{11}$ cm$^{-3}$. Where is an electron resonant that moves against it at the rms speed $v=8.39\times10^7$ cm/s?*

The wave field varies as $e^{i(\omega t-kz)}$. At the electron, $z=-vt$, so the phase is $(\omega+kv)t$, and resonance requires $\omega_c=\omega+kv$. Write $\omega_c=\omega(1+b)$ and $k=N\omega/c$, with $N$ the refractive index. Then
$$b=\frac{Nv}{c}.$$
With the vacuum value $N=1$, the shift is $87.5\ \mathrm{mT}\times v/c=0.24$ mT. The plasma, however, slows the wave near resonance. For a transverse plane wave, Maxwell's equations give
$$k^2E=\frac{\omega^2}{c^2}E-\frac{4\pi i\omega}{c^2}J .$$
The current of electrons at rest before the wave arrives is $J=-neA$, with $A$ from (6) at $\nu\to0$, so $J=ne^2E/[im(\omega-\omega_c)]$. Multiply the wave equation by $c^2/(\omega^2E)$:
$$N^2=1-\frac{4\pi ne^2/m}{\omega(\omega-\omega_c)}=1+\frac Xb,\qquad X=\frac{4\pi ne^2}{m\omega^2}=1.34 .$$
For $b>0$, the high-field side, $N^2$ is positive and the wave propagates. On the low-field side $b$ lies between $-1$ and 0, and with $X>1$ this makes $N^2$ negative. At this density the wave must come from the high-field side.

Combining the two relations gives
$$b^2=\frac{v^2}{c^2}\left(1+\frac Xb\right).$$
Since $X/b\gg1$, a good approximation is $b\approx(Xv^2/c^2)^{1/3}=0.022$. Numerical root finding gives $N=7.9$ and a shift of 1.9 mT, nearly eight times the vacuum value. The electron is resonant near 89.5 mT, about 6 mm ahead of the 87.5 mT surface for a gradient of 3 mT/cm.

This is an estimate of size. The index was derived for electrons without thermal motion, which requires $kv\ll|\omega-\omega_c|$, whereas here the two are equal. The microwave magnetic field, neglected so far, changes the driving force on this electron by a fraction $Nv/c=b$, about 2 %.

Numerical values quoted here were computed with a short program.
